\section*{Reflection electron-diffraction oscillations from terrace interference in layer-by-layer growth}

\section{The decision and the setting}

To calculate a growth rate from the intensity of a reflected electron beam, one must decide how much material one oscillation stands for, and at which glancing angle to record it. The theorem below settles both for ideal layer-by-layer growth: one period is one layer, and the oscillation is deepest where terraces one layer apart reflect in antiphase.

A beam of wavelength $\lambda$ and wavenumber $k=2\pi/\lambda$ meets a crystal face at glancing angle $\vartheta$, measured in vacuum from the surface plane. The specularly reflected beam is detected. The $z$ axis points out of the crystal, the layer spacing is $d$, and waves carry the time factor $e^{-i\omega t}$. Intensities are relative to that of the flat face at the same angle.

\paragraph{Assumptions.}
\begin{enumerate}
\item The crystal grows on itself, and all terraces have the same structure, hence the same reflection amplitude apart from the phase due to height.
\item Terraces are wide enough that scattering at edges, shadowing and waves passing from one terrace to another can be neglected.
\item The detected electrons are elastic, and the beam is coherent over many terraces.
\item A new layer starts when the previous one is complete. A fraction $x$ of the incomplete layer is filled, $0\le x\le 1$.
\end{enumerate}

\paragraph{Theorem.} Let $\varphi=2kd\sin\vartheta$. Under these assumptions the specular intensity is
\begin{equation}
I(x)=1-4x(1-x)\sin^2\frac{\varphi}{2}.
\label{main}
\end{equation}
At the out-of-phase condition $\varphi=(2m+1)\pi$, with $m=0,1,2,\dots$, that is,
\begin{equation}
2d\sin\vartheta=\left(m+\tfrac12\right)\lambda,
\label{out}
\end{equation}
it becomes $I(x)=(1-2x)^2$. If $n_s$ is the number of atoms per area in one layer and $F$ the steady net flux of incorporated atoms per area, the oscillation period is $\tau=n_s/F$.

\section{Two lemmas}

\paragraph{Lemma 1 (terrace phase).} Raising a reflecting crystal by $d$ multiplies its specular amplitude by $e^{-i\varphi}$, where $\varphi$ contains the vacuum wavenumber.

\textit{Proof.} Let the incident and specular wavevectors be
\begin{equation}
\mathbf k_i=k(\cos\vartheta,0,-\sin\vartheta),\qquad
\mathbf k_f=k(\cos\vartheta,0,\sin\vartheta).
\end{equation}
Above the crystal the wave is
\begin{equation}
\psi(\mathbf r)=e^{i\mathbf k_i\cdot\mathbf r}
+r\,e^{i\mathbf k_f\cdot\mathbf r}+\text{other beams},
\end{equation}
where the complex number $r$ includes all multiple scattering inside the crystal. If the crystal is displaced by $\mathbf D$, the displaced function $\psi(\mathbf r-\mathbf D)$ solves the new problem. Its incident part has the coefficient $e^{-i\mathbf k_i\cdot\mathbf D}$ and its specular part $r e^{-i\mathbf k_f\cdot\mathbf D}$. The incident beam has not changed, so we divide by the first coefficient to restore unit incident amplitude:
\begin{equation}
r'=r\,e^{-i(\mathbf k_f-\mathbf k_i)\cdot\mathbf D}.
\end{equation}
Since $\mathbf k_f-\mathbf k_i=(0,0,2k\sin\vartheta)$, a lateral displacement has no effect, and a rise $D_z=d$ gives $r'=r e^{-i\varphi}$. $\square$

The minus sign has a geometrical meaning: the path over a raised terrace is shorter by $2d\sin\vartheta$. Adding a layer to a thick crystal is equivalent to raising it, provided that absorption hides the difference at its lower end and that the new layer repeats the one below by a lattice translation. Where successive layers are rotated against each other, as on diamond (001) or hexagonal close-packed (0001) faces, neighbouring terraces can reflect differently, assumption 1 fails, and the true period can be two layers. Refraction and multiple scattering affect $r$, which is common to all terraces, but leave the phase between terraces unchanged. This was tested in a depth-dependent model potential with refraction, absorption and multiple scattering. With one layer added at the out-of-phase angle, the amplitude changed by the factor $-1.000000$, while the reflectivity of this model was about $0.092$.

\paragraph{Lemma 2 (sum over levels).} Let $c_n$ be the fraction of the surface area whose exposed top lies at level $n$. Then
\begin{equation}
\frac{A}{A_0}=\sum_n c_n e^{-in\varphi},\qquad \sum_n c_n=1,
\label{levels}
\end{equation}
where $A_0$ is the amplitude of a flat surface at level zero.

\textit{Proof.} Terraces are independent reflectors by assumption 2, so each contributes an amplitude proportional to its area. By Lemma 1 its phase factor is $e^{-in\varphi}$, whatever its lateral position. Coherence allows amplitudes to be added before squaring. Collecting terraces of equal height gives (\ref{levels}). $\square$

\section{Proof of the theorem}

Let $N$ layers be complete. The exposed levels are $N$, with $c_N=1-x$, and $N+1$, with $c_{N+1}=x$. Equation (\ref{levels}) gives
\begin{equation}
\frac{A}{A_0}=e^{-iN\varphi}\left(1-x+xe^{-i\varphi}\right).
\end{equation}
The prefactor has modulus one and disappears from the intensity. Multiplying the bracket by its complex conjugate,
\begin{align}
I&=(1-x)^2+x^2+x(1-x)\left(e^{i\varphi}+e^{-i\varphi}\right)\nonumber\\
&=1-2x(1-x)+2x(1-x)\cos\varphi\nonumber\\
&=1-2x(1-x)(1-\cos\varphi).
\end{align}
The second line uses $(1-x)^2+x^2=1-2x(1-x)$. With $1-\cos\varphi=2\sin^2(\varphi/2)$ this is (\ref{main}). For $\varphi=(2m+1)\pi$ the squared sine is one, and $1-4x+4x^2=(1-2x)^2$.

The flux supplies $Ft$ atoms per area in time $t$, which is $Ft/n_s=t/\tau$ layers. Starting from a complete layer,
\begin{equation}
x(t)=\frac{t}{\tau}-\left\lfloor\frac{t}{\tau}\right\rfloor .
\end{equation}
Thus $I$ repeats after $\tau$. Unless $\sin(\varphi/2)=0$, it equals one at completed layers and is smaller between them, so no shorter period exists. $\square$

The growth rate follows as $d/\tau=dF/n_s$.

\section{Shape and angle dependence}

\paragraph{Remark 1 (choice of angle).} Because $4x(1-x)=1-(1-2x)^2$, the intensity can be written as
\begin{equation}
I=\cos^2\frac{\varphi}{2}+\sin^2\frac{\varphi}{2}\,(1-2x)^2 .
\label{split}
\end{equation}
Within the assumptions, the angle changes the depth of the oscillation, but not its period or the positions of its extrema. On narrow terraces, where assumption 2 fails, the extrema do move with angle. The minimum, at half filling, is $\cos^2(\varphi/2)$. At $\varphi=2\pi m$ all levels reflect in phase and the intensity is constant. If instead $\varphi=(2m+1)\pi+\delta$, the minimum is $\sin^2(\delta/2)\approx\delta^2/4$ for small $\delta$. A small error in angle therefore lifts the zero in second order.

\paragraph{Remark 2 (harmonics).} At the out-of-phase condition the record is a chain of parabolas. Its derivative with respect to $x$ is $-4(1-2x)$, so the slope jumps from $+4$ to $-4$ per layer when a layer is completed. To find the harmonics, set $f(x)=(1-2x)^2$ and $\beta=2\pi p$, with $p$ a positive integer. Two integrations by parts give
\begin{align}
\int_0^1 f\cos\beta x\,dx
&=\left[\frac{f\sin\beta x}{\beta}\right]_0^1
+\left[\frac{f'\cos\beta x}{\beta^2}\right]_0^1
-\frac{1}{\beta^2}\int_0^1 f''\cos\beta x\,dx\nonumber\\
&=0+\frac{4-(-4)}{\beta^2}-0=\frac{2}{\pi^2p^2}.
\end{align}
The last integral vanishes because $f''=8$ is constant. Sine terms vanish by the symmetry $x\to1-x$, and the mean is $\int_0^1(1-2x)^2dx=1/3$. A cosine coefficient is twice the integral above, hence
\begin{equation}
I(t)=\frac13+\frac{4}{\pi^2}\sum_{p=1}^{\infty}
\frac{\cos(2\pi pt/\tau)}{p^2}.
\end{equation}
The first three coefficients are $0.405$, $0.101$ and $0.045$. Harmonics in a record thus do not by themselves indicate several growth rates: the cusp at layer completion already requires them.

\paragraph{Remark 3 (where the intensity goes).} Represent the surface by $M$ equal sites at lateral positions $\mathbf R_j$ and levels $n_j$, with periodic boundaries, and let $u_j=e^{-i\varphi n_j}$. For lateral wavevector transfer $\mathbf Q$ define
\begin{equation}
S(\mathbf Q)=\frac{1}{M^2}\left|\sum_j u_j e^{-i\mathbf Q\cdot\mathbf R_j}\right|^2 .
\end{equation}
The specular spike is $S(0)=I$. Summing over the $M$ allowed values of $\mathbf Q$ leaves only equal-site terms in the double sum, each multiplied by $M$:
\begin{equation}
\sum_{\mathbf Q}S(\mathbf Q)=\frac{M}{M^2}\sum_j|u_j|^2=1 .
\end{equation}
The diffuse part is therefore $1-I=4x(1-x)\sin^2(\varphi/2)$. In this site model, destructive interference moves intensity from the spike into other directions. At half filling and out of phase, the spike is zero and the diffuse sum is one. A detector that accepts much of the diffuse scattering does not record the zero.

\section{Finite coherence}

\paragraph{Proposition.} Suppose that the instrument resolves one lateral direction and weights pairs of points a distance $R$ apart by $g(R)=e^{-|R|/w}$, where $w$ is its coherence length. Let the two levels alternate along this direction as a random sequence with constant switching rates. Then
\begin{equation}
I_w=1-4x(1-x)\sin^2\frac{\varphi}{2}\;\frac{w}{w+\xi},
\label{finite}
\end{equation}
where $\xi$ is the correlation length of the sequence.

\textit{Proof.} The measured intensity is the pair average of $u^*(0)u(R)$, weighted with normalized $g$. Let $P(R)$ be the probability that the two points lie on different levels. Upward and downward pairs are equally frequent, since both ends of a pair have the same probability $x$ of lying on the upper level. The phase factors $e^{\pm i\varphi}$ then average to $\cos\varphi$, and
\begin{equation}
\langle u^*(0)u(R)\rangle=1-P+P\cos\varphi
=1-2P(R)\sin^2\frac{\varphi}{2}.
\end{equation}

Let $a$ be the rate per length of switching from lower to upper level, and $b$ the reverse rate. The probability $p(R)$ of being on the upper level obeys
\begin{equation}
\frac{dp}{dR}=a(1-p)-bp=-\frac{p-x}{\xi},\qquad
x=\frac{a}{a+b},\quad \xi=\frac{1}{a+b}.
\end{equation}
Starting on the lower level, $p=x(1-e^{-R/\xi})$. Starting on the upper level, the probability of having left it is $(1-x)(1-e^{-R/\xi})$. Weighting these starts by $1-x$ and $x$ gives
\begin{equation}
P(R)=2x(1-x)\left(1-e^{-|R|/\xi}\right).
\end{equation}
Both sides of $R=0$ contribute equally, so the normalized average is
\begin{equation}
\frac1w\int_0^\infty e^{-R/w}\left(1-e^{-R/\xi}\right)dR
=1-\frac{1/w}{1/w+1/\xi}=\frac{w}{w+\xi}.
\end{equation}
Insertion gives (\ref{finite}). $\square$

For $w\gg\xi$ the theorem is recovered. For $w\ll\xi$ most contributing pairs lie on one terrace, different terraces add by intensity, and the oscillation disappears. The presence of two levels is not sufficient: the instrument must compare their phases. At half filling $a=b=1/L$, where $L$ is the mean terrace length, so $\xi=L/2$.

In real growth $\xi$ changes with $x$. The loss in (\ref{finite}) still vanishes at $x=0$ and $x=1$, so the intensity still returns to one at completed layers. Between them the curve need not be parabolic, and if $\xi$ is sharply peaked near half filling it can even have an additional, lower maximum there. Simulated terrace sequences agreed with (\ref{finite}) within $0.0023$ of the flat-face intensity for the three cases in the numerical output.

\section{Growth without layer completion}

The full recovery of the intensity also relies on assumption 4. As the opposite extreme, consider atoms that land at random and stay in the column they hit. After $s$ deposited layers the column heights follow a Poisson distribution, $c_n=e^{-s}s^n/n!$. Except at the very start, such a surface has no wide terraces, so assumption 2 fails and Lemma 2 is not strictly applicable. We use the sum (\ref{levels}) here as the site model of Remark 3, in which every column contributes its phase factor with equal weight and shadowing is ignored. It gives
\begin{equation}
\frac{A}{A_0}=e^{-s}\sum_{n=0}^{\infty}\frac{(se^{-i\varphi})^n}{n!}
=\exp\left[-s(1-e^{-i\varphi})\right].
\end{equation}
The squared modulus doubles the real part of the exponent:
\begin{equation}
I=\exp\left[-2s(1-\cos\varphi)\right].
\end{equation}
Out of phase this is $e^{-4s}$, a decay without oscillation. After half a layer it is $0.135$, and after one layer $0.018$, where ideal layer-by-layer growth gives $0$ and $1$. Random deposition thus removes the oscillation altogether, whereas filling each layer before the next one starts gives full recovery. Growth between these extremes, in which atoms favour lower sites but the next layer starts early, can show a partial recovery.

\section{A worked case}

Take round model parameters: accelerating voltage $V=15$ kV, $d=0.250$ nm, $m=1$, $n_s=1.0\times10^{19}$ m$^{-2}$ and $F=2.0\times10^{18}$ m$^{-2}$ s$^{-1}$. With electron mass $m_e$, charge magnitude $e$ and momentum $p_e$, the relativistic energy relation is
\begin{equation}
(eV+m_ec^2)^2=p_e^2c^2+m_e^2c^4 .
\end{equation}
Expanding the left side, cancelling $m_e^2c^4$ and dividing by $c^2$,
\begin{equation}
p_e^2=2m_eeV\left(1+\frac{eV}{2m_ec^2}\right),\qquad
\lambda=\frac{h}{p_e}=9.941\ \text{pm}.
\end{equation}
The out-of-phase condition (\ref{out}) requires a path difference of $1.5\lambda=14.91$ pm, so
\begin{equation}
\sin\vartheta=\frac{14.91\ \text{pm}}{2\times250\ \text{pm}}=0.02982,
\qquad \vartheta=1.709^\circ .
\end{equation}
The period and growth rate are
\begin{equation}
\tau=\frac{1.0\times10^{19}}{2.0\times10^{18}}\ \text{s}=5.0\ \text{s},
\qquad \frac d\tau=\frac{0.250\ \text{nm}}{5.0\ \text{s}}=0.050\ \text{nm/s}.
\end{equation}
After $1.25$ s a quarter of the layer is filled and $I=(1-0.5)^2=0.25$. The intensity is zero at $2.5$ s, returns to $0.25$ at $3.75$ s and reaches one at $5.0$ s.

Lowering the angle to $1.424^\circ$ gives $\varphi=2.5\pi$ and raises the minimum to $0.50$. At $1.139^\circ$ the phase is $2\pi$ and the oscillation is absent for wide terraces, although the surface passes through the same sequence of fillings. A constant intensity at that angle is therefore no evidence that growth has stopped.

For $w=100$ nm and a random terrace sequence of mean length $50$ nm at half filling, $\xi=25$ nm. The coherence factor is $100/(100+25)=0.80$, and the out-of-phase minimum rises from zero to $0.20$. For a mean length of $1000$ nm the factor is $100/600=0.167$ and the minimum is $0.83$. These values belong to the random sequence of the proposition; the mean length alone does not fix them. A shallow oscillation can thus mean large terraces as well as a poorly chosen angle or incomplete layers; its depth alone does not distinguish them.

\section{Where the theorem fails}

At glancing incidence a step shadows a length of about $d/\tan\vartheta$ in straight-ray geometry. Here this is $0.250\ \text{nm}/\tan1.709^\circ\approx8$ nm, which is not negligible beside a $50$ nm terrace. Waves also travel sideways inside the crystal, over about $19$ nm in the model potential used for Lemma 1, and so pass beneath neighbouring terraces. If periodic steps across the beam are included in the wave equation for that potential, $50$ nm terraces at half filling give $I=0.18$ out of phase and $0.76$ in phase, where the theorem gives $0$ and $1$; with $500$ nm terraces the values are $0.002$ and $0.98$. The edge effect at $50$ nm is thus as large as the coherence effect of the worked case, whose numbers for short terraces illustrate (\ref{finite}) and do not predict a measurement. On such terraces the intensity also varies with filling at the in-phase angle, the minimum leaves half filling, and at some angles the stepped surface can exceed the flat-face intensity several times.

Equal reflection amplitudes are a further condition. If the incomplete layer reflects with a real positive amplitude ratio $\rho$ to the layer below, the out-of-phase intensity is
\begin{equation}
I=\left[1-x-\rho x\right]^2=\left[1-(1+\rho)x\right]^2 .
\end{equation}
Its zero lies at $x=1/(1+\rho)$, which differs from one half unless $\rho=1$. The formula describes the incomplete layer only: if the completed layer has the same structure as the one below, $\rho$ must return to one on completion. Because $\rho$ can differ from one during filling, a minimum is not a reliable mark of half filling. If every layer repeats the same sequence of structures, the period remains one layer, because the intensity then depends on $x$ alone. Measuring the time between corresponding points of successive oscillations is for this reason safer than assigning a filling to a single extremum. The condition matters: while a surface is still roughening and the oscillation is damped, the layers do not repeat the same sequence, the first maximum need not mark one layer, and the spacing of the early maxima can differ from $\tau$ by several percent or more.

\section*{Table of computed values}
\begin{verbatim}
accelerating voltage: 15.0 kV
layer spacing d: 0.250 nm; order m = 1
electron wavelength: 9.9410 pm
vacuum wavenumber k: 6.32045e+11 1/m
out-of-phase glancing angle: 1.7090 deg
path difference 2 d sin(angle): 14.9116 pm
terrace phase / pi: 3.0000
multiple-scattering model, reflectivity: 9.161e-02
  amplitude ratio, raised/original: -1.000000 (real)
site density: 1.00e+19 1/m^2
incorporated flux: 2.00e+18 1/(m^2 s)
oscillation period: 5.000 s
growth rate: 0.0500 nm/s
filling 0.00, time 0.00 s: I = 1.0000
filling 0.10, time 0.50 s: I = 0.6400
filling 0.25, time 1.25 s: I = 0.2500
filling 0.50, time 2.50 s: I = 0.0000
filling 0.75, time 3.75 s: I = 0.2500
filling 0.90, time 4.50 s: I = 0.6400
filling 1.00, time 5.00 s: I = 1.0000
phase 2.0 pi: angle 1.1392 deg, minimum I = 1.0000
phase 2.5 pi: angle 1.4241 deg, minimum I = 0.5000
phase 3.0 pi: angle 1.7090 deg, minimum I = 0.0000
simulated growth, largest deviation: 1.1e-15
simulated maximum after 1.0000 layer
simulated slopes before/after completion: 3.9375 / -3.9375 per layer
half filling: spike 0.0000, diffuse 1.0000
mean of oscillation: 0.3333
harmonics 1, 2, 3: 0.4053, 0.1013, 0.0450
terrace sequences, w = 40 sites:
  x = 0.3, xi = 10 sites: simulated 0.3293, formula 0.3280
  x = 0.5, xi = 40 sites: simulated 0.4981, formula 0.5000
  x = 0.3, xi = 160 sites: simulated 0.8297, formula 0.8320
example coherence length w: 100 nm
  mean terrace 50 nm: factor 0.8000, minimum I = 0.2000
  mean terrace 1000 nm: factor 0.1667, minimum I = 0.8333
random deposition, 0.5 layer: simulated 0.1354, formula 0.1353
random deposition, 1.0 layer: simulated 0.0184, formula 0.0183
\end{verbatim}
